\section*{The Impulse Approximation and the Compton Profile from Short-Time Dynamics}

\section{From an inelastic spectrum to a momentum density}

An inelastic x-ray spectrum is a sum over all final states of the target. Without a further result it says little about the initial state alone: each intensity needs an excited or ionized wave function, for which the electrons and the nuclei interact. Replacing the ejected electron by a plane wave removes this difficulty at a price. For hydrogen it displaces the maximum of the scaled spectrum by the full binding energy, $+1/2$ hartree, whereas the true displacement at large momentum transfer is $-1/12$ hartree. A short-time expansion shows in what sense the potential drops out, and what its first effect is.

Hartree atomic units are used. The $N$ electrons are nonrelativistic, the nuclei are fixed, and the potential energy $V$, including the electron repulsion, depends on positions alone. The photon couples through the squared vector potential, far from resonance. It loses energy $\omega$ and gives the electrons momentum $\mathbf q=q\hat{\mathbf z}$. Apart from photon factors, the spectrum is
\begin{equation}
S(\mathbf q,\omega)=\sum_F|\langle F|\rho|I\rangle|^2\,
\delta(E_F-E_I-\omega),\qquad
\rho=\sum_{j=1}^N e^{i\mathbf q\cdot\mathbf r_j}.
\label{eq:S}
\end{equation}

\section{The spectrum as a time integral}

Insert $\delta(x)=(2\pi)^{-1}\int dt\,e^{ixt}$ with $x=\omega-E_F+E_I$. The factors $e^{-iE_Ft}$ and $e^{iE_It}$ come from $H$ acting on $|F\rangle$ and $|I\rangle$, and the final states then form a complete set:
\begin{equation}
S=\frac1{2\pi}\int_{-\infty}^{\infty}dt\,e^{i\omega t}
\langle I|\rho^\dagger e^{-iHt}\rho\,e^{iHt}|I\rangle .
\label{eq:time}
\end{equation}
The operator $e^{i\mathbf q\cdot\mathbf r_k}$ raises the momentum of electron $k$ by $\mathbf q$ and commutes with $V$. Since $(\mathbf p_k+\mathbf q)^2/2=p_k^2/2+\mathbf q\cdot\mathbf p_k+q^2/2$,
\begin{equation}
e^{-i\mathbf q\cdot\mathbf r_k}He^{i\mathbf q\cdot\mathbf r_k}
=H+qp_{kz}+\frac{q^2}{2}.
\label{eq:boost}
\end{equation}
Hence $e^{-iHt}e^{i\mathbf q\cdot\mathbf r_k}
=e^{i\mathbf q\cdot\mathbf r_k}e^{-i(H+qp_{kz}+q^2/2)t}$. With
\begin{equation}
U_k(t)=e^{-i(H+qp_{kz})t}e^{iHt},
\label{eq:U}
\end{equation}
the correlation function in \eqref{eq:time} becomes
\begin{equation}
e^{-iq^2t/2}\sum_{jk}\langle I|
e^{-i\mathbf q\cdot(\mathbf r_j-\mathbf r_k)}U_k(t)|I\rangle .
\label{eq:pairs}
\end{equation}
No approximation has been made.

Now define $p_z$ and a scaled time $\tau$ by
\begin{equation}
\omega=\frac{q^2}{2}+qp_z,\qquad t=\frac{\tau}{q}.
\label{eq:scale}
\end{equation}
Then $(\omega-q^2/2)t=p_z\tau$ and $dt=d\tau/q$, so that
\begin{equation}
qS=\frac1{2\pi}\int d\tau\,e^{ip_z\tau}\sum_{jk}\langle I|
e^{-i\mathbf q\cdot(\mathbf r_j-\mathbf r_k)}U_k(\tau/q)|I\rangle .
\label{eq:scaled}
\end{equation}
A profile of width $p_0$ is determined by $\tau$ of order $1/p_0$. The relevant real time is therefore of order $1/(qp_0)$, which is short when $q$ is large.

\section{The short-time limit}

Differentiate \eqref{eq:U}. The two terms containing $H$ cancel:
\begin{equation}
\frac{dU_k}{dt}=-ie^{-i(H+qp_{kz})t}\,qp_{kz}\,e^{iHt}
=-iU_k\,q\,p_{kz}(-t),
\label{eq:dU}
\end{equation}
where $p_{kz}(t)=e^{iHt}p_{kz}e^{-iHt}$. The Heisenberg equation $dp_{kz}/dt=-\partial V/\partial z_k$ gives, for a smooth potential, $p_{kz}(-t)=p_{kz}+t\,\partial V/\partial z_k+O(t^2)$. In scaled time,
\begin{equation}
\frac{dU_k}{d\tau}=-iU_k\left[p_{kz}+\frac{\tau}{q}
\frac{\partial V}{\partial z_k}+O(q^{-2})\right],
\qquad U_k\to e^{-i\tau p_{kz}} .
\label{eq:limit}
\end{equation}
The energy of the bound electron has not been neglected against $\omega$. It cancels between the evolutions before and after the momentum transfer, and what remains is the force acting for a short time.

A Coulomb force is unbounded, so the series in \eqref{eq:limit} needs support. Write the first factor of $U_k$ as $e^{-i(p_{kz}+H/q)\tau}$. On smooth functions of compact support $H/q$ tends to zero, because $1/r$ is locally square integrable in three dimensions. These functions suffice to define $p_{kz}$ as a self-adjoint operator, and the Trotter--Kato theorem then gives convergence to $e^{-i\tau p_{kz}}$ on every state. The second factor acts on $|I\rangle$ as $e^{iE_I\tau/q}\to1$. The limit thus holds for Coulomb systems too.

In the terms of \eqref{eq:scaled} with $j\ne k$, the limiting operator shifts $z_k$ by $-\tau$ in the wave function. The phase $e^{-i\mathbf q\cdot(\mathbf r_j-\mathbf r_k)}$ multiplies a fixed integrable function, and the integral vanishes as $q\to\infty$ by the Riemann--Lebesgue lemma. Physically, interference between scattering from different electrons dies out once $1/q$ is small against the lengths over which their joint density varies. The terms $j=k$ have no such phase, and they give
\begin{equation}
qS\to\frac1{2\pi}\int d\tau\sum_j
\langle I|e^{i\tau(p_z-\hat p_{jz})}|I\rangle
=\sum_j\langle I|\delta(p_z-\hat p_{jz})|I\rangle ,
\label{eq:delta}
\end{equation}
with a hat marking the operator where confusion is possible. In terms of the momentum density $n(\mathbf p)$, normalized to $N$, this is the Compton profile
\begin{equation}
J(p_z)=\int\!\!\int n(p_x,p_y,p_z)\,dp_x\,dp_y,\qquad
\int J\,dp_z=N .
\label{eq:J}
\end{equation}
The convergence shown is that of the Fourier transform at each $\tau$. It implies convergence of the weight in any fixed interval of $p_z$; convergence at each point is a stronger statement, examined below for hydrogen.

For an isotropic density put $p^2=p_z^2+p_\perp^2$. At fixed $p_z$, $p\,dp=p_\perp dp_\perp$, so
\begin{equation}
J(p_z)=2\pi\int_{|p_z|}^{\infty}p\,n(p)\,dp .
\label{eq:iso}
\end{equation}

The first relation in \eqref{eq:scale} is energy conservation for a free electron, $\omega=(\mathbf p+\mathbf q)^2/2-p^2/2$. The electron moves in the same potential just before and just after the impulse, so the potential energy drops out. The component of $\mathbf p$ along $\mathbf q$ is thereby a Doppler shift of the recoil energy $q^2/2$. Components across $\mathbf q$ do not affect $\omega$ and are integrated over, which is the origin of the plane in \eqref{eq:J}.

The limit is taken at fixed $p_z$. The ratio $qS/J$ does not approach 1 uniformly in $p_z$: $\omega=0$ corresponds to $p_z=-q/2$, below which a ground-state target has no spectrum, while $J$ may have a tail there. That tail is itself small at large $q$, so this failure concerns the relative accuracy in the far wings.

The density in \eqref{eq:J} belongs to the interacting state. A one-dimensional model of two coupled particles shows the difference. Let the coordinates $(x_1\pm x_2)/\sqrt2$ be oscillators of frequencies 1.0 and 0.6 hartree. An oscillator of frequency $\Omega$ has $\langle p^2\rangle=\Omega/2$, so each particle has $\langle p_1^2\rangle=(1.0+0.6)/4=0.4000$. In mean field each particle has frequency $\sqrt{(1.0^2+0.6^2)/2}$ and $\langle p_1^2\rangle=0.4123$. At $\tau=2$ the Gaussian $e^{-\tau^2\langle p_1^2\rangle/2}$ is 0.4493 for the correlated state and 0.4384 in mean field. The correlation function per particle, summed over the excited states at $q=40$, has modulus 0.4494. It still differs from the impulse value by 0.005, a term that halves as $q$ doubles; this term is almost purely imaginary, as the next section explains, and so hardly enters the modulus. At $\tau=0$ the ratio of pair to same-particle terms falls from 0.435 at $q=1$ to $1.6\times10^{-6}$ at $q=4$.

\section{The first effect of the force}

For one electron in a smooth potential, write $U=We^{-i\tau p_z}$ and insert it in \eqref{eq:limit}. The terms in $p_z$ cancel. Since $e^{-i\tau p_z}f(z)e^{i\tau p_z}=f(z-\tau)$,
\begin{equation}
\frac{dW}{d\tau}=-\frac{i\tau}{q}W\,V'(z-\tau)+O(q^{-2}),
\label{eq:W}
\end{equation}
where the prime means $\partial/\partial z$. To first order $W$ on the right is 1. Integration by parts, with $dV(z-s)/ds=-V'(z-s)$, gives
\begin{align}
W-1&\simeq-\frac iq\int_0^\tau s\,V'(z-s)\,ds\nonumber\\
&=-\frac iq\int_0^\tau[V(z-s)-V(z-\tau)]\,ds .
\label{eq:first}
\end{align}
The last form contains no derivative and has finite expectation values for a Coulomb potential. Its use there is checked below against the full hydrogen spectrum.

Write $qS=J+J_1/q+\cdots$. For a real orbital $\psi$, \eqref{eq:first} contributes $-iA(\tau)/q$ to the correlation function, with
\begin{equation}
A(\tau)=\int d^3r\,\psi(\mathbf r)\psi(\mathbf r-\tau\hat{\mathbf z})
\int_0^\tau\![V(\mathbf r-s\hat{\mathbf z})
-V(\mathbf r-\tau\hat{\mathbf z})]ds .
\label{eq:A}
\end{equation}
If $V$ is even and $\psi$ has definite parity, the substitutions $s\to-s$ and $\mathbf r\to-\mathbf r$ show that $A(-\tau)=-A(\tau)$. Parity is not needed: $S$ is real, so the correlation function at $-\tau$ is the complex conjugate of that at $\tau$, and a real $A$ must then be odd for any real eigenfunction $\psi$. The cosine part of the Fourier integral vanishes, and
\begin{equation}
J_1(p)=\frac1\pi\int_0^\infty\sin(p\tau)A(\tau)\,d\tau
\label{eq:J1}
\end{equation}
is odd in $p$, which from here on denotes $p_z$ when it is the argument of a profile. The first failure of the impulse approximation is then an asymmetry.

\section{Hydrogen in closed form}

For $\psi=e^{-r}/\sqrt\pi$ the radial integral $(4\pi/p)\int_0^\infty r\sin(pr)e^{-r}dr=8\pi/(1+p^2)^2$ gives the density, and \eqref{eq:iso} gives the profile:
\begin{equation}
n(p)=\frac{8}{\pi^2(1+p^2)^4},\qquad
J(p)=\frac{8}{3\pi(1+p^2)^3}.
\label{eq:HJ}
\end{equation}

Take first the term $V(\mathbf r-\tau\hat{\mathbf z})$ of \eqref{eq:A}. It equals $-\tau\int\psi(\mathbf r)(V\psi)(\mathbf r-\tau\hat{\mathbf z})d^3r$. The Schr\"odinger equation gives $V\psi=(-1/2+\nabla^2/2)\psi$, which in momentum space is multiplication by $-(1+p^2)/2$. This part of $A$ is therefore $(\tau/2)\int dp'K(p')e^{-i\tau p'}$, where $K$ is the planar integral of $(1+p^2)n$:
\begin{equation}
K(p_z)=\frac{16}{\pi}\int_0^\infty
\frac{p_\perp dp_\perp}{(1+p_z^2+p_\perp^2)^3}
=\frac{4}{\pi(1+p_z^2)^2}.
\label{eq:K}
\end{equation}
In the Fourier integral, $-i\tau e^{ip\tau}=-\partial_pe^{ip\tau}$, so the contribution is
\begin{equation}
J_{1b}=-\frac12\frac{dK}{dp}=\frac{8p}{\pi(1+p^2)^3}=3pJ(p).
\label{eq:J1b}
\end{equation}
Plane-wave final states give the same term. They require $\omega-1/2=(\mathbf p'+\mathbf q)^2/2$, so their spectrum is
\begin{equation}
qS_{\rm pw}=\int d^3p'\,n(p')\,
\delta\!\left(p-p'_z-\frac{1+p'^2}{2q}\right)
=J-\frac1{2q}\frac{dK}{dp}+\cdots .
\label{eq:pw}
\end{equation}
The other term of \eqref{eq:A} is thus the potential felt by the outgoing electron.

That term is $-C(\tau)$, where $C$ contains $\int_0^\tau ds/|\mathbf r-s\hat{\mathbf z}|$. Let $r_1=r$ and $r_2=|\mathbf r-\tau\hat{\mathbf z}|$, with $\xi=(r_1+r_2)/\tau$ and $\eta=(r_1-r_2)/\tau$. From $r_1^2-r_2^2=2z\tau-\tau^2$ one finds $z=\tau(1+\xi\eta)/2$, and elementary integration gives
\begin{equation}
\int_0^\tau\frac{ds}{|\mathbf r-s\hat{\mathbf z}|}
=\ln\frac{\tau-z+r_2}{r_1-z}
=\ln\frac{(\xi+1)(1-\eta)}{(\xi-1)(1-\eta)}
=\ln\frac{\xi+1}{\xi-1}.
\label{eq:rod}
\end{equation}
The orbital product is $e^{-\tau\xi}/\pi$ and $d^3r=(\tau/2)^3(\xi^2-\eta^2)d\xi\,d\eta\,d\varphi$. The integrals over $\varphi$ and $\eta$ give $2\pi$ and $2\xi^2-2/3$, so
\begin{equation}
C(\tau)=\frac{\tau^3}{2}\int_1^\infty
\left(\xi^2-\tfrac13\right)e^{-\tau\xi}
\ln\frac{\xi+1}{\xi-1}\,d\xi .
\label{eq:C}
\end{equation}
Insert $-C$ in \eqref{eq:J1}, use $\int_0^\infty\tau^3e^{-\tau(\xi-ip)}d\tau=6/(\xi-ip)^4$, and put $x=1/\xi$, $a=ip$:
\begin{equation}
J_{1a}=-\frac3\pi\,\mathrm{Im}\,I,\qquad
I=\int_0^1\frac{(1-x^2/3)\Lambda(x)}{(1-ax)^4}\,dx,
\label{eq:I}
\end{equation}
with $\Lambda(x)=\ln[(1+x)/(1-x)]$. Because $\Lambda$ is odd, $-I^*$ is the same integrand taken from $-1$ to $0$. Hence $2i\,\mathrm{Im}\,I$ is the integral from $-1$ to $1$.

For real $|a|<1$ substitute $x=(y+a)/(1+ay)$, which keeps both endpoints. Then $1-ax=(1-a^2)/(1+ay)$, $dx=(1-a^2)dy/(1+ay)^2$ and $\Lambda(x)=\Lambda(y)+\Lambda(a)$. The integral becomes
\begin{equation}
\frac1{(1-a^2)^3}\int_{-1}^1
\left[(1+ay)^2-\frac{(y+a)^2}{3}\right]
[\Lambda(y)+\Lambda(a)]\,dy .
\label{eq:mobius}
\end{equation}
With $\Lambda(a)$ the even part of the bracket survives and integrates to $2+2a^2/3-2/9-2a^2/3=16/9$. With $\Lambda(y)$ the odd part $4ay/3$ survives. Integration by parts gives $\int_{-1}^1y\Lambda\,dy=2$, hence $8a/3$. Both sides are analytic in $a$ away from the real cuts $|a|\ge1$, so the result continues to $a=ip$, where $\Lambda(ip)=2i\arctan p$:
\begin{equation}
\mathrm{Im}\,I=\frac{1}{(1+p^2)^3}
\left[\frac{4p}{3}+\frac{16}{9}\arctan p\right].
\label{eq:ImI}
\end{equation}
Multiplication by $-3/\pi$ and comparison with \eqref{eq:HJ} yields $J_{1a}=-(3p/2+2\arctan p)J$. Adding \eqref{eq:J1b},
\begin{equation}
qS=J(p)\left[1+\frac1q\left(\frac{3p}{2}-2\arctan p\right)
+O(q^{-2})\right].
\label{eq:H}
\end{equation}

Near $p=0$ the logarithm of \eqref{eq:H} is $\ln J(0)-3p^2-p/(2q)$, with its maximum at $p=-1/(12q)$. At fixed $q$ the peak of $qS$ is therefore displaced from $\omega=q^2/2$ by $qp=-1/12$ hartree, or $-2.27$ eV. Plane waves replace $-p/(2q)$ by $3p/q$ and give $+1/2$ hartree; the final-state potential supplies the remaining $-7/12$. The energy displacement tends to a constant, while in momentum it vanishes as $1/q$.

For a one-electron ion of nuclear charge $Z$, measuring momenta in units of $Z$ and energies in units of $Z^2$ restores the hydrogen problem. The expansion parameter is then $Z/q$, so a larger charge needs a larger $q$. Weak binding alone does not guarantee faster convergence. For hydrogen $ns$ states the third-moment term derived below is proportional to $|\psi(0)|^2\propto n^{-3}$, and the cube of the width, $\langle p_z^2\rangle^{3/2}$, scales in the same way, so the skewness at given $q$ does not fall with $n$. How the shells of a many-electron atom compare depends on screening, which this scaling does not cover.

Moments give a separate view of the correction. For one electron $\langle U\rangle=\langle e^{-i(H-E_I+qp_z)t}\rangle$, so the moments of $\omega-q^2/2$, where they exist, are $\langle(H-E_I+qp_z)^n\rangle$. For hydrogen $S$ falls as $\omega^{-9/2}$ at fixed $q$, so the third moment is the last finite one. Since $(H-E_I)|I\rangle=0$, the first is $q\langle p_z\rangle$ and the second $q^2\langle p_z^2\rangle$, both equal to their impulse values. The third is
\begin{equation}
q^3\langle p_z^3\rangle+q^2\langle p_z(H-E_I)p_z\rangle
=q^3\langle p_z^3\rangle+\frac{q^2}{2}
\left\langle\frac{\partial^2V}{\partial z^2}\right\rangle ,
\label{eq:moment}
\end{equation}
because $[p_z,[H,p_z]]=\partial^2V/\partial z^2$. For hydrogen $\nabla^2V=4\pi\delta(\mathbf r)$ and isotropy give $\langle\partial_z^2V\rangle=4\pi|\psi(0)|^2/3=4/3$, so the added term is $2q^2/3$. The third moment of $J_1$ has the same coefficient, 0.66667. The peak moves although the mean energy stays at $q^2/2$.

\section{Numbers for hydrogen and for a photon measurement}

The numerical check computes $S$ for hydrogen from \eqref{eq:S}, with Coulomb continuum states. At $q=20$ and $p=2$, \eqref{eq:HJ} gives $J=8/(3\pi\,5^3)=0.006791$, and the computed $qS$ is 0.007058, a ratio of 1.039. The correction predicts $1+0.7857/20=1.039$. Over the sampled range $|p|\le2$ the largest deviation of $qS$ from $J$, relative to $J$, is 7.9\% at $q=10$, 3.9\% at $q=20$ and 2.0\% at $q=40$, halving as $q$ doubles.

Averaging $p$ and $-p$ at fixed $q$ removes the odd term. At $q=10$ and $|p|=2$ the average is $(0.006274+0.007326)/2=0.006800$, which is 0.14\% above $J=0.0067906$.

The computed peak displacement at $q=40$ is $-0.0831$ hartree, against the limit $-0.0833$. It comes from a parabola through the logarithms at $p=0,\pm0.05$; applied to \eqref{eq:H} without the $O(q^{-2})$ term, the same parabola gives $-0.0832$.

In a measurement the scattering angle $\theta$ is usually fixed instead of $q$. For incident photon energy $\omega_1$ and final energy $\omega_2=\omega_1-\omega$,
\begin{equation}
q^2=\frac{\omega_1^2+\omega_2^2-2\omega_1\omega_2\cos\theta}{c^2},
\qquad p_z=\frac{\omega}{q}-\frac q2 .
\label{eq:photon}
\end{equation}
Differentiation at fixed angle gives $dq/d\omega=-(\omega_2-\omega_1\cos\theta)/(qc^2)$. At $p_z=0$, where $\omega=q^2/2$,
\begin{equation}
\frac{dp_z}{d\omega}=\frac1q-\left(\frac{\omega}{q^2}+\frac12\right)
\frac{dq}{d\omega}
=\frac1q\left[1+\frac{\omega_2-\omega_1\cos\theta}{c^2}\right].
\label{eq:slope}
\end{equation}

Take $\omega_1=800$ hartree (21.77 keV) and $\theta=150^\circ$. The profile centre lies at a loss of 58.998 hartree (1605 eV), with $q=10.863$. The point $p_z=1$ lies at 69.027 hartree. Keeping $q$ at its central value would assign it $(69.027-58.998)/10.863=0.923$, about 8\% too low. The slope at the centre is 0.0991, compared with $1/q=0.0921$.

The relativistic Compton loss for an electron at rest is 58.913 hartree, lower than the nonrelativistic centre by 0.086 hartree. This is comparable to the hydrogen peak displacement, which for $qS$ at this fixed angle is $-1/12$ hartree divided by the bracket of \eqref{eq:slope}, about $-0.077$ hartree. To interpret a displacement of that size one must locate the free-electron line relativistically, even though the gap is only about 0.15\% of the loss. One must also divide out the smooth factors between $qS$ and the measured intensity $(\omega_2/\omega_1)S$. A factor with logarithmic slope $g$ moves the peak by $g/[6(dp_z/d\omega)^2]$, which here is $+0.011$ hartree for $1/q$ and $-0.023$ hartree for $\omega_2/\omega_1$.

\section*{Numbers as computed}
\begin{verbatim}
Hydrogen 1s, q*S and J in atomic units
    p     qS(q=10)  qS(q=20)  qS(q=40)  J(p)
 -2.00  0.006274  0.006526  0.006658  0.006791
 -1.00  0.107238  0.106566  0.106312  0.106103
 -0.50  0.442533  0.438509  0.436540  0.434599
  0.00  0.847595  0.848519  0.848749  0.848826
  0.50  0.427122  0.430804  0.432687  0.434599
  1.00  0.105628  0.105802  0.105935  0.106103
  2.00  0.007326  0.007058  0.006924  0.006791
Coefficient of 1/q in qS/J: extrapolated from exact S, and formula
 -2.00    -0.7847    -0.7857
 -1.00     0.0709     0.0708
 -0.50     0.1773     0.1773
  0.00    -0.0000     0.0000
  0.50    -0.1773    -0.1773
  1.00    -0.0707    -0.0708
  2.00     0.7860     0.7857
q=10: recoil energy q^2/2 = 50.0 hartree, largest |qS/J-1| = 7.89 %
   peak shift of qS from q^2/2 = -0.0829 hartree
q=20: recoil energy q^2/2 = 200.0 hartree, largest |qS/J-1| = 3.94 %
   peak shift of qS from q^2/2 = -0.0831 hartree
q=40: recoil energy q^2/2 = 800.0 hartree, largest |qS/J-1| = 1.97 %
   peak shift of qS from q^2/2 = -0.0831 hartree
Limit of peak shift -1/12 = -0.0833 hartree = -2.268 eV
Energy loss at q=20, p=-1, 0, 1: 180.0, 200.0, 220.0 hartree
Peak shift with plane-wave final states, q=40: 0.501 hartree
Potential line term at tau=1.5: direct 0.89519, spheroidal 0.89519
Third moment of first correction, times q: 0.66667 a.u.
Expectation value <p_z (H-E0) p_z>: 0.66667 a.u.
Two coupled particles, mode frequencies 1.0, 0.6 hartree
   <p^2> correlated 0.4000, mean field 0.4123 a.u.
   |correlation| at tau=2, q=40: 0.44939
   impulse: correlated 0.44933, mean field 0.43840
   error at q=20: 0.01019, at q=40: 0.00509
   pair term / same-particle term at t=0, q=1: 4.35e-01
   pair term / same-particle term at t=0, q=4: 1.62e-06
Photon 800 hartree = 21.77 keV, angle 150 deg
   p=0 at loss 58.998 hartree = 1605.4 eV, q = 10.863 a.u.
   p=1 at loss 69.027 hartree
   dp/dloss at p=0: 0.09909, 1/q: 0.09206 a.u.
   relativistic Compton loss 58.913 hartree, difference 0.086
\end{verbatim}
